\section*{Dissipation dilution of a clamped silicon-nitride string under tension}

\section{Problem}

A silicon-nitride string has length $L=1$ mm, thickness $h=100$ nm and Young's modulus $E=270$ GPa. It is clamped at both ends and carries a static tensile stress $\sigma=1$ GPa along its length. This is the stress in the finished, released string. It vibrates perpendicular to its faces in its fundamental mode.

Internal friction makes the strain lag the stress by a small loss angle $\phi$. With time dependence $e^{i\omega t}$ this is described by replacing $E$ with $E(1+i\phi)$. Without tension the material would give a quality factor $Q_{\rm int}=1/\phi$. Tension raises the quality factor to $Q$, and the ratio $D=Q/Q_{\rm int}$ is called the dissipation dilution. Find $D$, treating the string as a slender uniform beam with ideal clamps and with internal friction as the sole loss.

\section{First estimate by scaling}

Let the string have width $w$, cross-section $A=wh$, second moment of area $I=wh^3/12$ and tension $T=\sigma A$. A deflection $u(x)$ stores energy in two ways:
\begin{equation}
W_T=\frac{T}{2}\int u'^2\,dx,\qquad
W_B=\frac{EI}{2}\int u''^2\,dx .
\label{energies}
\end{equation}
The first is the work done against the static tension when the string lengthens by $\frac12\int u'^2dx$. The second is the elastic energy of bending. The lengthening is of second order in the amplitude, so the oscillating strain it causes dissipates energy only at fourth order. Bending strain is of first order and dissipates at second order. At small amplitude the lossy part of the energy is therefore $W_B$, and
\begin{equation}
D=\frac{W_T+W_B}{W_B}.
\label{Ddef}
\end{equation}

Away from the clamps the string has a slope of order $\theta$, but at a clamp the slope must vanish. Suppose the slope is recovered over a length $\ell$. Bending then costs about $EI\theta^2/\ell$, which favours a long $\ell$. The departure from the shape preferred by tension costs about $T\theta^2\ell$, which favours a short one. The two balance at
\begin{equation}
\ell=\sqrt{\frac{EI}{T}}=h\sqrt{\frac{E}{12\sigma}}
=100\ \mathrm{nm}\times\sqrt{22.5}=474\ \mathrm{nm}.
\end{equation}
The bending energy is then of order $T\theta^2\ell$, while the tension energy of the whole string is of order $T\theta^2L$. Their ratio gives
\begin{equation}
D\sim\frac{L}{\ell}=\frac1\lambda\approx 2100,\qquad
\lambda\equiv\frac{\ell}{L}=\frac hL\sqrt{\frac{E}{12\sigma}}=4.743\times10^{-4}.
\end{equation}
Curvature along the rest of the string is of order $\theta/L$. It costs about $EI\theta^2/L$, smaller than the clamp energy by a factor $\lambda$. The estimate fixes the dependence on the parameters, but not the numerical factor.

\section{Exact solution}

\subsection{Equation of motion and the meaning of $D$}

The transverse force transmitted through a cross-section is $Tu'-EIu'''$. Its change along a slice accelerates the slice, so for density $\rho$
\begin{equation}
EI\,u''''-\sigma A\,u''=\rho A\,\omega^2u .
\end{equation}
Write $x=L\xi$ and $u=U(\xi)$, and divide by $\sigma A/L^2$. Since $EI/(\sigma AL^2)=\lambda^2$,
\begin{equation}
\lambda^2U''''-U''=\Omega^2U,\qquad \Omega=\omega L\sqrt{\rho/\sigma},
\label{ode}
\end{equation}
where primes now denote $d/d\xi$. The width has cancelled.

Multiply by $U$ and integrate by parts over the string. The boundary terms contain $U$ or $U'$, which vanish at the clamps. Hence
\begin{equation}
\Omega^2=\frac{S+\lambda^2B}{N},\quad
S=\int U'^2d\xi,\quad B=\int U''^2d\xi,\quad N=\int U^2d\xi .
\label{quotient}
\end{equation}
In these terms $1/D=\lambda^2B/(S+\lambda^2B)$. If $U$ is changed by a small $\eta$ that also satisfies the clamp conditions, the quotient changes at first order by
\begin{equation}
\frac2N\int\eta\,(\lambda^2U''''-U''-\Omega^2U)\,d\xi=0 .
\end{equation}
A small change of $\lambda^2$ therefore acts at first order only through its explicit appearance in (\ref{quotient}):
\begin{equation}
\delta(\Omega^2)=\frac{B}{N}\,\delta(\lambda^2)
=\frac{\Omega^2}{D}\,\frac{\delta(\lambda^2)}{\lambda^2}.
\label{shift}
\end{equation}

This relation has two uses. First, friction changes $\lambda^2$ by the relative amount $i\phi$, because $\lambda^2\propto E$ while the static stress stays real. Thus $\omega^2\to\omega^2(1+i\phi/D)$ and $\omega\to\omega(1+i\phi/2D)$. The amplitude decays at the rate $\omega\phi/2D$ and the energy at twice that rate. Since $Q$ is $\omega$ divided by the energy decay rate, $Q=D/\phi=DQ_{\rm int}$, which confirms (\ref{Ddef}). Second, for a real change of $\lambda$, equation (\ref{shift}) reads
\begin{equation}
\frac1D=\frac{d\ln\Omega^2}{d\ln\lambda^2}=\frac{d\ln\Omega}{d\ln\lambda}.
\label{logder}
\end{equation}
The dilution follows from the way the frequency depends on $\lambda$.

\subsection{Frequency of the fundamental}

Put the clamps at $\xi=\pm\frac12$. The fundamental is symmetric, so
\begin{equation}
U=a\cos k\xi+b\cosh q\xi .
\end{equation}
Substitution in (\ref{ode}) requires
\begin{equation}
\Omega^2=k^2+\lambda^2k^4=\lambda^2q^4-q^2 .
\label{disp}
\end{equation}
The second equality gives $\lambda^2(q^4-k^4)=q^2+k^2$, hence $q^2=k^2+1/\lambda^2$. The clamp conditions $U=0$ and $U'=0$ at $\xi=\frac12$ are
\begin{align}
a\cos(k/2)+b\cosh(q/2)&=0,\\
-ak\sin(k/2)+bq\sinh(q/2)&=0 .
\end{align}
Taking $b$ from the first and inserting it in the second gives
\begin{equation}
k\tan(k/2)=-q\tanh(q/2).
\label{char}
\end{equation}
For real $\lambda$ this frequency condition is exact within the beam model.

Now use $\lambda\ll1$. Then $q\approx1/\lambda$ is about 2100, and $\tanh(q/2)$ differs from 1 by an exponentially small amount. Set $k=\pi+2\delta$. Since $\tan(\pi/2+\delta)=-1/\tan\delta$, equation (\ref{char}) becomes $\tan\delta=k/q$. With $1/q=\lambda+O(\lambda^3)$ and $\arctan y=y+O(y^3)$,
\begin{equation}
k=\pi+2k\lambda+O(\lambda^3)
\quad\Rightarrow\quad
k=\frac{\pi}{1-2\lambda}+O(\lambda^3).
\label{k}
\end{equation}
The clamped string has the wavelength of an ideal string shortened by $\ell$ at each end. From (\ref{disp}),
\begin{equation}
\ln\Omega=\ln k+\tfrac12\ln(1+\lambda^2k^2)
=\ln\pi-\ln(1-2\lambda)+\tfrac12\pi^2\lambda^2+O(\lambda^3).
\end{equation}
Differentiation according to (\ref{logder}) gives
\begin{equation}
\frac1D=\frac{2\lambda}{1-2\lambda}+\pi^2\lambda^2+O(\lambda^3)
=2\lambda+(\pi^2+4)\lambda^2+O(\lambda^3).
\label{result}
\end{equation}

\subsection{Numbers}

The three terms are $2\lambda=9.487\times10^{-4}$, $\pi^2\lambda^2=2.22\times10^{-6}$ and $4\lambda^2=0.90\times10^{-6}$. Therefore
\begin{equation}
D=\frac{1}{9.518\times10^{-4}}\approx1051 .
\end{equation}
The term $4\lambda^2$ lowers $D$ by 0.1\%.

For a rough density $\rho=3100$ kg/m$^3$, the logarithm above gives $\Omega=3.145$, and the frequency is $f=(\Omega/2\pi L)\sqrt{\sigma/\rho}=284$ kHz. With a rough $Q_{\rm int}=5000$, the quality factor is $Q=1051\times5000\approx5.3\times10^6$.

\section{Comparison of the two}

The scaling estimate is twice the calculated value. The missing factor comes from the shapes. Within a distance of a few $\ell$ from a clamp the right side of (\ref{ode}) is negligible, and $\lambda^2U''''=U''$. With $s$ the distance from the clamp in units of $L$, the slope that starts at zero and tends to $\theta$ is $U'=\theta(1-e^{-s/\lambda})$. One clamp then contributes
\begin{equation}
\lambda^2\int_0^\infty\frac{\theta^2}{\lambda^2}e^{-2s/\lambda}ds=\frac{\lambda\theta^2}{2}
\end{equation}
to $\lambda^2B$, and two clamps contribute $\lambda\theta^2$. Outside the layers $U\approx a\cos\pi\xi$, so $\theta=\pi a$ and $S=\pi^2a^2/2=\theta^2/2$. The ratio is $2\lambda$: the mean square slope of the string is half the square of its end slope, and the scaling argument ignored this half. The sinusoidal part contributes $\lambda^2\pi^4a^2/2$, which is $\pi^2\lambda^2$ relative to $S$. It holds $\pi^2\lambda^2D=0.23\%$ of the bending energy. Almost all the loss arises within a few clamp-layer lengths of the two ends.

Hinged ends show what the clamps cost. A hinge leaves the slope free and requires $U=U''=0$, which $U=a\cos\pi\xi$ satisfies. Then $B=\pi^2S$ and
\begin{equation}
D_{\rm hinged}=1+\frac{1}{\pi^2\lambda^2}=4.5\times10^5 ,
\end{equation}
about 430 times the clamped value at the same stress and dimensions. The scaling differs as well: for $\lambda\ll1$ the hinged dilution grows as $(L/h)^2\sigma/E$, the clamped one as $(L/h)\sqrt{\sigma/E}$. Expansion (\ref{result}) fails when $\lambda$ is no longer small. The clamp layers then fill the string, and as the tension goes to zero (\ref{Ddef}) gives $D\to1$.

\section{The model beside a real string}

A thickness of 100 nm, a length of 1 mm and a tensile stress near 1 GPa can be realised in stoichiometric silicon nitride, and a $Q_{\rm int}$ of several thousand is a fair rough value at this thickness. Of the assumptions whose effect on $D$ is calculated in this section, the one that matters most is that 1 GPa is the released stress. A deposited film is stretched equally in both in-plane directions. With film stress $\sigma_f$ and Poisson ratio $\nu$, its strain is $\sigma_f(1-\nu)/E$. Cutting a narrow string removes the lateral stress but keeps the length, so the stress falls to $\sigma_f(1-\nu)$. For a rough $\nu=0.23$, a 1 GPa film leaves 0.77 GPa, and (\ref{result}) gives $D\approx920$, lower by 12\%. A released stress of 1 GPa needs a film stress of 1.30 GPa.

\paragraph{Width.} If the string is very much wider than $\ell=474$ nm, lateral strain is suppressed over nearly all of its width where it bends at the clamps. Zero lateral strain requires a lateral stress $\nu\sigma_x$, so $\varepsilon_x=(1-\nu^2)\sigma_x/E$, and the modulus for bending becomes $E/(1-\nu^2)=285$ GPa. Used in $\lambda$ at fixed $\sigma$, it gives $D\approx1022$, a fall of 2.7\%. This is the limit of a wide string. Near the free edges the lateral strain is partly released, so a smaller fall is expected for a string several micrometres wide; its size is not calculated here.

\paragraph{Gas.} At low pressure $p$, molecules of mass $m$ strike the string independently. Let them reflect specularly. On a face advancing at speed $v$, a molecule with normal speed $c$ transfers momentum $2m(c+v)$ and arrives at a rate proportional to $c+v$. To first order in $v$ the pressure rises by $4mnv\int_0^\infty c\,g(c)\,dc=4mnv\sqrt{k_BT_g/2\pi m}$, where $n$ is the number density, $T_g$ the gas temperature and $g$ the Maxwell distribution of one velocity component. On the other face it falls equally. With $n=p/k_BT_g$ the drag per area is $\beta v$, where
\begin{equation}
\beta=4p\sqrt{\frac{2m}{\pi k_BT_g}},\qquad Q_{\rm gas}=\frac{\rho h\omega}{\beta}.
\end{equation}
For nitrogen at 300 K and $10^{-6}$ Torr, $Q_{\rm gas}=3.9\times10^8$. Adding the inverse quality factors lowers $Q$ by 1.3\%. Since $\beta\propto p$, gas loss equals the internal loss at $7.4\times10^{-5}$ Torr. Real surfaces re-emit molecules more nearly diffusely; full diffuse re-emission at the gas temperature lowers $\beta$ by 11\%, giving $Q_{\rm gas}=4.3\times10^8$ and $8.3\times10^{-5}$ Torr.

\paragraph{Amplitude.} For a centre amplitude $a$ the lengthening gives a nearly uniform strain $\varepsilon\cos^2\omega t=\frac{\varepsilon}{2}(1+\cos2\omega t)$ with $\varepsilon=\pi^2a^2/4L^2$. A strain amplitude $e$ dissipates $\pi\phi Ee^2$ per volume and cycle. Two cycles of amplitude $\varepsilon/2$ fit in one period, so for equal $\phi$ at $\omega$ and $2\omega$ the added loss is $\pi\phi E\varepsilon^2AL/2$. Bending dissipates $2\pi\phi W_B$, with $W_B\approx\sigma AL\varepsilon/D$. The ratio is $E\varepsilon D/4\sigma$. It reaches 1\% at $\varepsilon=1.4\times10^{-7}$, or $a\approx240$ nm. This holds for a loss angle uniform through the thickness. If the loss sits in thin surface layers, as is largely the case in films this thin, the loss angle for stretching is as little as a third of that for bending, and the amplitude rises to as much as about 410 nm. The resonance stops being linear much earlier: the same strain raises the tension and shifts the frequency by the fraction $\frac38E\varepsilon/\sigma$, which equals the linewidth $1/Q$ near $a\approx30$ nm and is about 75 linewidths at 240 nm.

The clamp layer is just 4.7 thicknesses long, so shear deformation in it is not quite negligible: a Timoshenko beam with shear coefficient $5/6$ and the same loss angle in shear gives $D\approx1045$, lower by 0.5\%. This exceeds the two second-order terms of (\ref{result}) together. Among the effects left unsized are sound radiated into the supports and yielding or undercut clamps. The value 1051 therefore belongs to the ideal beam model, and a real string of this design can differ from it by several per cent or more.
